\section*{Doublet instability of allyl radical: ROHF breaks C2v symmetry, UHF keeps it}

\section*{Question}

I am running Hartree--Fock on the allyl radical at a $C_{2v}$ geometry with both C--C bonds equal to 1.40~\AA. With symmetry imposed, ROHF converges to the $^2A_2$ state, with half an unpaired electron on each terminal carbon. If I perturb the orbitals and drop the symmetry, ROHF finds a lower solution that looks like one Lewis structure, a double bond on one side and the radical on the other, and the energy falls further when I make the bonds unequal. UHF, which has more freedom, stays symmetric. I expected the freer method to break more symmetry, not less. What drives the ROHF solution off $C_{2v}$, under what condition, and why does UHF not follow? Could the unequal bonds be real?

\section*{Answer}

The effect lives in the three $\pi$ orbitals, where it can be worked out in closed form; an all-electron calculation then shows how far the model carries. Orbitals are real, spin is collinear, $M_S=\tfrac12$, and the algebra is in atomic units. A Hessian eigenvalue $\lambda$ is defined by $E=E_0+\tfrac12\lambda|\kappa|^2$, with $\kappa$ the vector of rotation angles.

\subsection*{The determinant as an electron and a hole}

Take three orthonormal $\pi$ sites, site 2 central, with the Pariser--Parr--Pople Hamiltonian
\begin{equation}
H=-\sum_\sigma\left(t_{12}c^\dagger_{1\sigma}c_{2\sigma}+t_{23}c^\dagger_{2\sigma}c_{3\sigma}+\text{h.c.}\right)+U\sum_i n_{i\uparrow}n_{i\downarrow}+\sum_{i<j}\gamma_{ij}(n_i-1)(n_j-1),
\end{equation}
where $\gamma_{12}=\gamma_{23}=V_{12}$, $\gamma_{13}=V_{13}$, and $\gamma_{ii}=U$. For now $t_{12}=t_{23}=t>0$. One down-spin electron occupies a unit vector $v$. Two up-spin electrons in three orbitals leave one empty unit vector $h$. The density matrices are $P^\downarrow=vv^T$ and $P^\uparrow=1-hh^T$.

Wick's theorem gives each term. The on-site term is $U\sum_i v_i^2(1-h_i^2)=U-U\sum_i v_i^2h_i^2$. With $q_i=\langle n_i\rangle-1=v_i^2-h_i^2$, an intersite term is the Coulomb product minus the same-spin exchange,
\begin{equation}
q_iq_j-(v_iv_j)^2-(h_ih_j)^2=-v_i^2h_j^2-h_i^2v_j^2 .
\end{equation}
The total bond order is $P_{12}=v_1v_2-h_1h_2$, and the hopping energy is $-2t(P_{12}+P_{23})$. Setting $w=(h_1,-h_2,h_3)$ removes the minus sign, $P_{12}=v_1v_2+w_1w_2$, and
\begin{equation}
E=U-2t\left[v_2(v_1+v_3)+w_2(w_1+w_3)\right]-\sum_{ij}\gamma_{ij}v_i^2w_j^2 .
\label{E}
\end{equation}
The last term rewards placing the down electron where the up hole is, because that lowers the double occupancy.

UHF minimizes \eqref{E} over independent $v$ and $h$. ROHF requires the down orbital to lie in the occupied up space, which is the constraint $v\cdot h=v_1w_1-v_2w_2+v_3w_3=0$. For a determinant, $\langle S^2\rangle=M_S(M_S+1)+N_\downarrow$ minus the squared projection of $v$ on the up space, which is $1-(v\cdot h)^2$. Hence $\langle S^2\rangle=\tfrac34+(v\cdot h)^2$. Three combinations recur:
\begin{equation}
D=U-V_{13},\qquad A=U-V_{12},\qquad B=A-\tfrac12D,
\end{equation}
and I assume $D>0$.

\subsection*{Symmetric ROHF}

A vector even under $1\leftrightarrow3$ has $\mathrm{b}_1$ symmetry; $u=(1,0,-1)/\sqrt2$ is $\mathrm{a}_2$ and is singly occupied in $^2A_2$. Put $s=\sin\theta$, $c=\cos\theta$, $v=(s/\sqrt2,c,s/\sqrt2)$. The constraint fixes $w=(c/\sqrt2,s,c/\sqrt2)$, with the sign chosen to lower the hopping energy. The hopping bracket is $2\sqrt2\,sc$, and the interaction sum is $\tfrac32Us^2c^2+V_{12}(s^4+c^4)+\tfrac12V_{13}s^2c^2$. With $x=\sin2\theta$, $s^2c^2=x^2/4$ and $s^4+c^4=1-x^2/2$, so
\begin{equation}
E=U-V_{12}-2\sqrt2\,t\,x-\tfrac18Kx^2,\qquad K=3U-4V_{12}+V_{13}.
\end{equation}
For $K>0$ the minimum is at $x=1$, the H\"uckel orbitals $v_0=w_0=(\tfrac12,\tfrac1{\sqrt2},\tfrac12)$, $h_0=(\tfrac12,-\tfrac1{\sqrt2},\tfrac12)$, with $E_S=U-V_{12}-2\sqrt2t-K/8$. For $\theta=\pi/4+\eta$, $x\simeq1-2\eta^2$ and $x^2\simeq1-4\eta^2$, so the totally symmetric eigenvalue is $8\sqrt2t+K>0$.

\subsection*{Symmetry-breaking rotations}

Mixing $u$ into a $\mathrm{b}_1$ vector is a rotation of symmetry $\mathrm{a}_2\times\mathrm{b}_1=\mathrm{b}_2$, the symmetry of the antisymmetric C--C stretch. One expansion serves both methods. Start from $v=w=e=(s/\sqrt2,c,s/\sqrt2)$ and let $v=e\cos\mu+u\sin\mu$, $w=e\cos\nu+u\sin\nu$. Since $u_2=0$, $\nu$ is also the angle by which $u$ enters $h$.

The hopping term of $v$ is $-2\sqrt2\,t\,sc\cos^2\mu$, which rises by $2\sqrt2\,t\,sc\,\mu^2$. The squares are $v_{1,3}^2=\tfrac12s^2\cos^2\mu\pm s\sin\mu\cos\mu+\tfrac12\sin^2\mu$ and $v_2^2=c^2\cos^2\mu$, so to second order
\begin{equation}
\delta(v_i^2)=\mu s\,(1,0,-1)+\mu^2c^2\left(\tfrac12,-1,\tfrac12\right).
\end{equation}
The unperturbed partner creates the potential $\Phi_i=\sum_j\gamma_{ij}e_j^2$, with $\Phi_1=\Phi_3=\tfrac12(U+V_{13})s^2+V_{12}c^2$ and $\Phi_2=Uc^2+V_{12}s^2$, so that $\Phi_2-\Phi_1=Ac^2-Bs^2$. The linear part of $\delta(v_i^2)$ cancels against this even potential, and the quadratic part gives $+\mu^2c^2(\Phi_2-\Phi_1)$. The two linear parts couple through $(1,0,-1)\gamma(1,0,-1)^T=2D$. Together,
\begin{equation}
E_2=\left[2\sqrt2\,t\,sc+c^2(Ac^2-Bs^2)\right](\mu^2+\nu^2)-2Ds^2\mu\nu .
\label{E2}
\end{equation}
At the ROHF point $s^2=c^2=\tfrac12$ and $A-B=D/2$, so $E_2=(\sqrt2t+D/8)(\mu^2+\nu^2)-D\mu\nu$. Along $\mu=\nu$, where $|\kappa|^2=2\mu^2$ and $E_2=\lambda\mu^2$, this is a curvature $2\sqrt2t-\tfrac34D$.

That is not yet the ROHF Hessian, because these two rotations give $v\cdot h=\mu\nu\neq0$. Orthogonality must be restored at second order:
\begin{equation}
v=v_0\left(1-\tfrac12\mu^2\right)+\mu u+\epsilon_vh_0,\qquad h=h_0\left(1-\tfrac12\nu^2\right)+\nu u+\epsilon_hv_0,
\end{equation}
and $v\cdot h=0$ gives $\epsilon_v+\epsilon_h=-\mu\nu$. The $\epsilon$ directions matter because the ROHF point is not stationary along them. For $v=v_0+\epsilon h_0$ the hopping product is $(1-\epsilon)(1+\epsilon)/\sqrt2$, with no linear term, while $\delta(v_i^2)=2\epsilon v_{0i}h_{0i}=\epsilon(\tfrac12,-1,\tfrac12)$ gives $\delta E=\epsilon(\Phi_2-\Phi_1)=\epsilon D/4$. The change $h=h_0+\epsilon v_0$ means $w=w_0+\epsilon h_0$ and gives the same slope. This gradient $D/4$ is the driving force of spin polarization: negative $\epsilon$ moves the down electron and the up hole toward the central atom. The constraint therefore adds $-\tfrac14D\mu\nu$:
\begin{equation}
E_2^{\rm ROHF}=\left(\sqrt2t+\tfrac18D\right)(\mu^2+\nu^2)-\tfrac54D\mu\nu .
\end{equation}
The modes $\mu=\pm\nu$ have
\begin{equation}
\lambda_-=2\sqrt2t-D,\qquad\lambda_+=2\sqrt2t+\tfrac32D .
\end{equation}
In this model, for $K>0$, the $C_{2v}$ ROHF solution is unstable if and only if $U-V_{13}>2\sqrt2t$. Both the saddle and the lower solution are pure doublets, hence the name doublet instability. In the soft mode the charges $v_i^2-w_i^2$ stay zero while the spin density $1-v_i^2-w_i^2$ changes by $-\sqrt2\mu(1,0,-1)$: spin moves from one terminal carbon to the other and charge does not. Stretching both bonds lowers $t$ and so favours the instability at fixed $D$.

\subsection*{The localized branch}

Both \eqref{E} and the constraint are unchanged by $v\leftrightarrow w$. The gradient at a point with $v=w$ shares that invariance, so a point stationary within $v=w$ is stationary in the whole ROHF space. For $v=w$ the constraint reads $v_1^2+v_3^2=v_2^2$, so $v_2^2=\tfrac12$ and $v_{1,3}=\tfrac12(\cos\chi\pm\sin\chi)$, with $v_{1,3}^2=\tfrac14(1\pm\sin2\chi)$.

Include the distortion now: $r_{12}=r-\delta$, $r_{23}=r+\delta$, $t_{12,23}=t\pm g\delta$, a $\sigma$-frame energy $k\delta^2$, and $\gamma$ independent of $\delta$ by assumption. The hopping energy is $-4v_2(t_{12}v_1+t_{23}v_3)$. The interaction needs $v_2^4=\tfrac14$, $v_1^4+v_3^4=\tfrac18(2-\cos^22\chi)$, $2v_2^2(v_1^2+v_3^2)=\tfrac12$ and $2v_1^2v_3^2=\tfrac18\cos^22\chi$. Then
\begin{equation}
E(\chi,\delta)=\tfrac12A-2\sqrt2\,(t\cos\chi+g\delta\sin\chi)+\tfrac18D\cos^22\chi+k\delta^2 .
\label{branch}
\end{equation}
At $\delta=0$, $\partial_\chi E=\sin\chi\,(2\sqrt2t-D\cos\chi\cos2\chi)$, so for $|\chi|<\pi/2$ the stationary points other than $\chi=0$ are a mirror-image pair $\pm\chi_0$ with
\begin{equation}
\cos\chi_0\cos2\chi_0=2\sqrt2t/D .
\label{chi0}
\end{equation}
The left side falls monotonically from 1 to 0 on $[0,\pi/4]$, so a root with $\chi_0>0$ exists there when $D>2\sqrt2t$; between $\pi/4$ and $\pi/2$ the left side is negative. Stationary points with $|\chi|>\pi/2$ have $\cos\chi<0$ and $E>A/2$, above the value $A/2-2t$ reached at $\chi=\pi/4$, so they lie higher than this pair. Using $\cos^22\chi=\tfrac12(1+\cos4\chi)$, the series is $E-E_S=\tfrac12\lambda_-\chi^2+\tfrac1{24}(16D-2\sqrt2t)\chi^4+\dots$. The quartic coefficient is positive at threshold, so the branch grows continuously from $\chi=0$ as a pitchfork. The bond orders are $P_{12,23}=(\cos\chi\pm\sin\chi)/\sqrt2$ and the spin densities are $\left(\tfrac12(1-\sin2\chi),\,0,\,\tfrac12(1+\sin2\chi)\right)$. As $t/D\to0$, $\chi_0\to\pi/4$: $P_{12}=1$, $P_{23}=0$, all spin on site 3, which is a single Lewis structure.

\subsection*{Unequal bonds}

To first order $P_{12}-P_{23}=v_2(v_1-v_3)+w_2(w_1-w_3)=\sqrt2\,c\,(\mu+\nu)$, so the distortion adds $-2g\delta(P_{12}-P_{23})$ and couples to the mode $\mu=\nu$. For a stable symmetric solution with soft eigenvalue $\lambda>0$, minimizing $\lambda\mu^2-4\sqrt2\,gc\,\delta\mu+k\delta^2$ gives $\mu=2\sqrt2\,gc\,\delta/\lambda$ and
\begin{equation}
E=k_{\rm eff}\delta^2,\qquad k_{\rm eff}=k-8g^2c^2/\lambda .
\label{keff}
\end{equation}
For ROHF, $c^2=\tfrac12$ and $k_{\rm eff}=k-4g^2/\lambda_-$, which runs to $-\infty$ as $\lambda_-\to0^+$. For $\lambda_-<0$ the lower member of the mirror pair is $+\chi_0$ at $\delta>0$ and $-\chi_0$ at $\delta<0$. (That this pair is the lowest ROHF solution is not proved in general. The determinant $v=(1,0,1)/\sqrt2$, $h=u$, with the open shell on the central site, has $E=D/2$, while the branch has $E\ge A/2-2\sqrt2t$ at $\delta=0$, so the branch is not lowest in the unphysical ordering $V_{13}-V_{12}>4\sqrt2t$.) Since $E$ is stationary in $\chi$, the slope is $\partial_\delta E$ at fixed $\chi$, and the lower envelope of the pair has a cusp, $E\simeq E_B-2\sqrt2\,g\sin\chi_0\,|\delta|$, where $E_B=E(\chi_0,0)$. Combining both cases, for the $^2A_2$ solution and the branch that grows from it the $C_{2v}$ geometry is unstable in ROHF when
\begin{equation}
D>2\sqrt2t-4g^2/k ,
\end{equation}
a weaker condition than orbital instability. A clean ROHF stability analysis at the symmetric geometry does not exclude unequal bonds.

For the joint minimum, $\partial_\delta E=0$ gives $\delta=\sqrt2\,g\sin\chi/k$. Inserting this in \eqref{branch} leaves the term $-2g^2\sin^2\chi/k$, and $\partial_\chi E=0$ with $\sin\chi\neq0$ and $\cos2\chi=2\cos^2\chi-1$ becomes
\begin{equation}
2D\cos^3\chi+\left(4g^2/k-D\right)\cos\chi=2\sqrt2t .
\end{equation}

\subsection*{Symmetric UHF}

UHF can follow the gradient $D/4$ directly. Take $v=w=e(\theta)$. Varying $\theta$ in $v$ alone, the hopping term $-\sqrt2t\sin2\theta$ has derivative $-2\sqrt2t\cos2\theta$, and $d(v_i^2)/d\theta=2sc(\tfrac12,-1,\tfrac12)$ gives $2sc(\Phi_2-\Phi_1)$. Stationarity is $Ac^2-Bs^2=\sqrt2t(c^2-s^2)/sc$. With $\tau=\tan\theta$, $z=\tau^2$, $c^2=1/(1+z)$,
\begin{equation}
\tau(A-Bz)=\sqrt2t\,(1-z^2).
\label{stat}
\end{equation}
Left minus right is $-\sqrt2t<0$ at $\tau=0$ and $D/2>0$ at $\tau=1$, so a root lies in $0<\tau<1$. There $v\cdot h=s^2-c^2=-\cos2\theta$, the central spin density is $1-2c^2=-\cos2\theta$, and $\langle S^2\rangle=\tfrac34+\cos^22\theta$.

There is no constraint term, so \eqref{E2} is the $\mathrm{b}_2$ Hessian. Stationarity simplifies its bracket: $2\sqrt2t\,sc+\sqrt2t\,c(c^2-s^2)/s=\sqrt2t\,c(s^2+c^2)/s=\sqrt2t\cot\theta$. The eigenvalues are $2[\sqrt2t\cot\theta\mp D\sin^2\theta]$. At $\theta=\pi/4$ the expression for the lower one, $\lambda_U$, equals $\lambda_-$. It decreases monotonically in $\theta$, and the UHF angle is below $\pi/4$, so $\lambda_U>\lambda_-$. Two changes weaken the localizing cross term: the constraint term is absent, and moving electron and hole to the centre reduces the terminal weight $s^2$ in $-2Ds^2\mu\nu$. The diagonal part changes as well. For the $U=12$~eV parameters below, the cross part of the eigenvalue goes from $-\tfrac54D=-10$~eV to $-2D\sin^2\theta=-4.10$~eV, and the diagonal part rises from $2\sqrt2t+\tfrac14D=9.07$~eV to $2\sqrt2t\cot\theta=12.05$~eV. This answers the paradox: both methods lower the energy by overlapping electron and hole. UHF does so at first order on the central atom, breaking spin symmetry. ROHF forbids that direction and can do so at second order on one terminal atom, breaking spatial symmetry.

Eliminating $t$ with \eqref{stat}, $\sqrt2t/\tau=(A-Bz)/(1-z^2)$, and $\sin^2\theta=z(1-z)/(1-z^2)$, so
\begin{equation}
\lambda_U=\frac{2p(z)}{1-z^2},\qquad p(z)=Dz^2-\left(A+\tfrac12D\right)z+A .
\end{equation}
The discriminant $A^2-3AD+D^2/4$ is negative for $A/D$ between $(3-2\sqrt2)/2$ and $(3+2\sqrt2)/2$, and then $p>0$. For $A/D$ at or above the upper value, the vertex $z=(A+D/2)/2D$ exceeds 1 and $p(1)=D/2>0$, so $p>0$ on $(0,1)$. Thus $A/D>(3-2\sqrt2)/2=0.0858$ is sufficient for $\mathrm{b}_2$ stability of this UHF solution at every $t$. Since $K=4A-D$, the assumption $K>0$ of the ROHF analysis means $A/D>\tfrac14$, so the condition holds throughout that regime. Outside it UHF is not immune: for $t=0.55$, $U=12$, $V_{12}=11.7$, $V_{13}=2$~eV the check finds $\lambda_U=-0.85$~eV, but there $K=-8.8$~eV and $8\sqrt2t+K<0$, so the H\"uckel ROHF point is not a minimum even within $C_{2v}$. The symmetric geometry is a local minimum along $\delta$ if \eqref{keff} with $\lambda_U$ is also positive.

\subsection*{Model numbers}

Take round values $t=2.5$, $V_{12}=6$, $V_{13}=4$~eV, $g=4$~eV/\AA, $k=30$~eV/\AA$^2$. The orbital threshold is $2\sqrt2t=7.071$~eV and the geometric one is $7.071-2.133=4.938$~eV.

For $U=12$~eV, $D=8$~eV, $K=16$~eV, $E_S=12-6-7.071-2=-3.071$~eV. The unconstrained curvature is $7.071-6=1.071$~eV, and the constraint term $D/4=2$~eV turns it into $\lambda_-=-0.929$~eV; here that term decides the sign. Equation \eqref{chi0} needs $7.0711/8=0.8839$, met by $\cos\chi_0=0.97610$, $\chi_0=0.2191$~rad. The hopping costs $7.0711(1-0.97610)=0.1690$~eV, the interaction gains $\tfrac18D\sin^22\chi_0=0.1800$~eV, and $E_B-E_S=-0.0110$~eV. The bond orders are 0.844 and 0.537, the terminal spins 0.288 and 0.712, and with $\sin\chi_0=0.2173$ the cusp slope is $-2\sqrt2\cdot4\cdot0.2173=-2.46$~eV/\AA. The joint minimum has $\chi=0.4020$~rad, $\delta=\sqrt2\cdot4\cdot0.3913/30=0.074$~\AA, and lies 0.118~eV below $E_S$.

UHF has $\theta=0.5306$~rad, $c^2=0.7439$, lies 0.553~eV below $E_S$, and has $\lambda_U=7.95$~eV, $\langle S^2\rangle=0.75+0.4878^2=0.988$ and $k_{\rm eff}=30-128\cdot0.7439/7.954=18.0$~eV/\AA$^2$.

For $U=10$~eV, $D=6$~eV lies between the two thresholds. The orbitals are stable, $\lambda_-=1.071$~eV, yet $k_{\rm eff}=30-64/1.0711=-29.8$~eV/\AA$^2$, and ROHF relaxes to $\delta=0.049$~\AA\ with a gain of 0.018~eV. UHF gives $k_{\rm eff}=14.9$~eV/\AA$^2$.

Full configuration interaction (FCI) within the model decides whether the distortion belongs to the Hamiltonian. Its ground state is a doublet with equal terminal spins, and $k_{\rm eff}=14.1$ and $15.0$~eV/\AA$^2$ for $U=12$ and $10$~eV. The $C_{2v}$ geometry is a minimum along $\delta$, so for these parameters the ROHF distortion is an artifact. UHF gets the sign of $k_{\rm eff}$ right but overstates the polarization: its central spin at $U=12$~eV is $-0.49$ against $-0.20$ in FCI. The numerical check tests \eqref{E} against the Fock-space Hamiltonian, and the eigenvalues, slope, force constants and joint minimum against a general orbital minimizer. For these two parameter sets, twelve random starts per method found nothing below the solutions above at $\delta=0$.

\subsection*{All-electron allyl}

In a general basis write the orbitals as $Ce^{\kappa}$ with $\kappa$ antisymmetric. To first order $\phi_q\to\phi_q+\kappa_{pq}\phi_p$ and $\phi_p\to\phi_p-\kappa_{pq}\phi_q$, so with Fock matrices $F^\sigma$ in the orbital basis and occupations $n^\sigma$,
\begin{equation}
g_{pq}=2\sum_\sigma F^\sigma_{pq}\left(n^\sigma_q-n^\sigma_p\right).
\end{equation}
Under a rotation $\kappa$ the Fock matrix changes by $F^\sigma\kappa-\kappa F^\sigma$ from the change of basis, plus the Coulomb and exchange response to $\delta P^\sigma=\kappa n^\sigma-n^\sigma\kappa$. The mixed derivative of $E(Ce^{\kappa_1}e^{\kappa_2})$ differs from the Hessian by half the gradient contracted with $[\kappa_1,\kappa_2]$, which vanishes at a stationary point, so the change of $g_{pq}$ is the Hessian there. In ROHF one $\kappa$ acts on both spins, including an open--virtual rotation that leaves the down density unchanged; this shared rotation keeps the constraint whose effect was the term $-\tfrac14D\mu\nu$.

The geometry is planar and round: C--H 1.08~\AA, CCC $124^\circ$, terminal HCC $120^\circ$, all held fixed. The lowest ROHF $\mathrm{b}_2$ eigenvalue in STO-3G is $0.06$, $-1.17$, $-2.31$, $-3.37$~eV at $r=1.30$, 1.35, 1.40, 1.45~\AA. In 6-31G it is $0.94$, $-0.80$, $-2.31$~eV at $r=1.30$, 1.40, 1.50~\AA. The eigenvalue falls with $r$, as the model predicts for falling $t$, and linear interpolation puts the zero near 1.30~\AA\ in STO-3G and 1.35~\AA\ in 6-31G. The instability thus depends on bond length and basis. At 1.40~\AA\ the squared weight of the soft mode in $\pi$--$\pi$ rotations is 0.9998 and 0.9995, which supports treating it in the $\pi$ space.

At $r=1.40$~\AA\ the $C_{2v}$ ROHF energy is $-3129.56$~eV ($-115.0093$ hartree) in STO-3G and $-3167.45$~eV ($-116.4017$ hartree) in 6-31G. The localized solution lies lower by 0.042 and 0.007~eV, with L\"owdin carbon spins $(0.24,0,0.76)$ and $(0.32,0,0.68)$. In STO-3G it is a minimum against all real ROHF rotations (lowest $\lambda=4.33$~eV), the opposite displacement reaches the same energy, and its slope in $\delta$ is $-6.087$~eV/\AA\ from both an energy difference along the branch and the analytic nuclear gradient. That nonzero force at a $C_{2v}$ geometry is the cusp.

On the grid $\delta=0.03$, 0.06, 0.09~\AA\ the ROHF energies relative to the $C_{2v}$ solution are $-0.202$, $-0.291$, $-0.290$~eV (STO-3G) and $-0.080$, $-0.097$, $-0.038$~eV (6-31G). A parabola through the three points has its vertex at $\delta\approx0.07$~\AA\ (bonds near 1.33 and 1.47~\AA) and $\delta\approx0.05$~\AA\ (1.35 and 1.45~\AA). These are estimates on a rigid scan at fixed mean bond length, not optimized structures.

Symmetric UHF lies 1.21 and 0.74~eV below the $C_{2v}$ ROHF solution, and so the UHF energy also lies below every ROHF point on the scan. Its lowest $\mathrm{b}_2$ eigenvalue is 14.2 and 9.7~eV, and in STO-3G 14.2~eV is also the lowest over all real collinear rotations; the other blocks were not examined in 6-31G. Its energy rises by 0.034 and 0.031~eV at $\delta=0.03$~\AA, so $k_{\rm eff}=0.0336/0.03^2=37$ and $34$~eV/\AA$^2$ along this one coordinate; relaxing the other $\mathrm{b}_2$ coordinates could lower these values. The price is $\langle S^2\rangle=1.09$ and 0.99 against 0.75 for a doublet, with central carbon spins of $-0.75$ and $-0.59$.

These all-electron numbers contain no correlation, no polarization functions, and no complex or non-collinear rotations, so they do not fix the true structure of allyl. They show that the distortion appears in ROHF together with a soft $\pi$ mode and a cusp, and is absent along $\delta$ in the lower UHF solution. The only correlated evidence given here that it is an artifact is the FCI result of the model, and it depends on the round, unfitted $g$ and $k$: at $U=12$~eV the FCI force constant is $k-15.9$~eV/\AA$^2$, so a $\sigma$ frame softer than about 16~eV/\AA$^2$ would distort the exact model as well.

\section*{Computed results}
\begin{verbatim}
model t=2.5 V12=6.0 V13=4.0 eV, g=4.0 eV/A, k=30.0 eV/A^2
2sqrt2 t = 7.0711 eV; 4g^2/k = 2.1333 eV; difference = 4.9377 eV
A/D bound = 0.0858; case t=0.55 U=12 V12=11.7 V13=2 eV: lambda_U = -0.8511 eV
U=12.0 eV: D=8.0 A=6.0 K=16.0 eV, A/D=0.7500, D/4=2.00 eV, E_S=-3.0711 eV
 ROHF lambda-=-0.9289 (unconstrained 1.0711) lambda+=19.0711 a1=44.2843 eV
 broken: cos chi=0.97610 chi=0.2191 rad, E_B-E_S=-0.01099 eV
 broken: P12=0.8439 P23=0.5365, spin=[0.2879 0.     0.7121]
 cusp slope=-2.4589 eV/A
 ROHF joint minimum: chi=0.4020 rad, delta=0.0738 A, E-E_S=-0.1182 eV
 UHF theta=0.5306 rad, E-E_S=-0.5532 eV, lambda_U=7.9536 eV, k_eff=18.028 eV/A^2
 UHF <S^2>=0.9879, spin=[ 0.7439 -0.4878  0.7439]
 FCI E-E_S=-1.0530 eV, k_eff=14.142 eV/A^2, spin=[ 0.5988 -0.1975  0.5988]
U=10.0 eV: D=6.0 A=4.0 K=10.0 eV, A/D=0.6667, D/4=1.50 eV, E_S=-4.3211 eV
 ROHF lambda-=1.0711 (unconstrained 2.5711) lambda+=16.0711 a1=38.2843 eV
 ROHF stable, k_eff=-29.753 eV/A^2
 ROHF joint minimum: chi=0.2629 rad, delta=0.0490 A, E-E_S=-0.0180 eV
 UHF theta=0.6306 rad, E-E_S=-0.2369 eV, lambda_U=5.5133 eV, k_eff=14.855 eV/A^2
 UHF <S^2>=0.8428, spin=[ 0.6523 -0.3046  0.6523]
 FCI E-E_S=-0.5416 eV, k_eff=14.951 eV/A^2, spin=[ 0.5785 -0.157   0.5785]
allyl: CH=1.08 A, CCC=124.0 deg, HCC=120.0 deg, r=1.4 A, delta grid=(0.03, 0.06, 0.09) A
[sto-3g] r = (1.3, 1.35, 1.4, 1.45) A
 ROHF lambda(b2) = [ 0.0598 -1.1721 -2.3135 -3.3708] eV
 pi weight of lowest b2 mode at r0 = 0.9998
 E(C2v ROHF) = -3129.5613 eV = -115.009255 hartree, C spin [0.5 0.  0.5]
 kicked ROHF: E-E(C2v) = -0.04236 eV, C spin [0.24 0.   0.76]
 ROHF E(delta)-E(C2v) on grid = [-0.2022 -0.2909 -0.2896] eV
 parabola vertex delta=0.0746 A, bonds 1.325 1.475 A, E=-0.3015 eV
 UHF E-E(C2v ROHF)=-1.2104 eV, <S^2>=1.0923, C spin [ 0.964 -0.746  0.964]
 UHF lambda(b2)=14.1701 eV, E(0.03)-E(0)=0.0336 eV, k_eff=37.34 eV/A^2
 lowest lambda, all real rotations: broken ROHF 4.3319 eV, UHF 14.1701 eV
 cusp slope: difference -6.0867 eV/A, analytic gradient -6.0869 eV/A
[6-31g] r = (1.3, 1.4, 1.5) A
 ROHF lambda(b2) = [ 0.9442 -0.8027 -2.3076] eV
 pi weight of lowest b2 mode at r0 = 0.9995
 E(C2v ROHF) = -3167.4522 eV = -116.401721 hartree, C spin [0.5 0.  0.5]
 kicked ROHF: E-E(C2v) = -0.00666 eV, C spin [0.322 0.    0.678]
 ROHF E(delta)-E(C2v) on grid = [-0.0804 -0.0969 -0.0383] eV
 parabola vertex delta=0.0516 A, bonds 1.348 1.452 A, E=-0.0999 eV
 UHF E-E(C2v ROHF)=-0.7369 eV, <S^2>=0.9915, C spin [ 0.87  -0.588  0.87 ]
 UHF lambda(b2)=9.7101 eV, E(0.03)-E(0)=0.0308 eV, k_eff=34.21 eV/A^2
\end{verbatim}
